# A gap state does not prove a threefold atom

## Definitions and conventions

Each silicon atom in the crystal has four hybrid orbitals, each pointing at a neighbour. Consider two neighbouring atoms and the hybrids $|a\rangle$ and $|b\rangle$ that they point at each other. Both have energy $e$, they are taken as orthonormal, and they are coupled by

$$\langle a|H|b\rangle=-V,\qquad V>0 .$$

The band gap has width $2g$. It is called centred when its middle lies at the energy about which the defect levels are symmetric; without electron repulsion this is $e$. Energies are measured from midgap unless the valence edge is named.

An atom is called threefold here when its fourth hybrid has no partner, $V=0$. That hybrid is a dangling bond. A stretched bond has a reduced but non-zero coupling. In the two-hybrid model $V$ is an effective coupling, half the splitting of the two defect levels. It is not the bare coupling of one hybrid to the next; the difference is worked out below.

The example uses round parameters in the rough regime of silicon beside its oxide: $2g=1.10$ eV, $V=0.25$ eV, a repulsion $U=0.50$ eV between two electrons in one defect orbital, and a temperature of 300 K. In the two-hybrid model a defect orbital is a single hybrid; in a solid it spreads over neighbouring atoms, and $U$ then refers to the whole spread orbital.

## The belief and its appeal

The belief is that an electrically active level in the gap reveals a threefold atom. It starts from something true. A normal bond has a coupling of several eV, which pushes its bonding level far below $e$ and its antibonding level far above, both out of the gap. Remove the partner, and the remaining hybrid keeps its energy $e$, in the middle of a centred gap.

The dangling bond even explains why two levels are seen. With zero, one and two electrons, its energies are

$$E_0=0,\qquad E_1=e,\qquad E_2=2e+U .$$

The first electron costs $E_1-E_0=e$ and the second $E_2-E_1=e+U$. These charge levels lie at $\pm U/2$ about their mean, $e+U/2$. If that mean is at midgap, they stand $0.55\mp0.25$ eV above the valence edge, at 0.30 and 0.80 eV.

So a dangling bond with these parameters implies gap levels. The belief reverses the implication, and the reversal fails if another structure gives the same levels.

## A stretched bond in the same gap

For a state $c_a|a\rangle+c_b|b\rangle$, the Schrödinger equation gives

$$(e-E)c_a-Vc_b=0,\qquad -Vc_a+(e-E)c_b=0 .$$

A non-zero solution requires a vanishing determinant:

$$(e-E)^2-V^2=0\quad\Rightarrow\quad E_\pm=e\pm V .$$

Inserting $E=e-V$ in the first equation gives $c_a=c_b$, the bonding state; $E=e+V$ gives $c_a=-c_b$, the antibonding state. Both levels are at distance $V$ from midgap, so both lie inside the gap if and only if

$$V<g .$$

With $V=0.25$ eV and $g=0.55$ eV the condition holds. The levels stand at $0.55-0.25=0.30$ eV and $0.55+0.25=0.80$ eV above the valence edge, just where the dangling bond put them. The agreement follows from the choice $V=U/2$. It shows that the positions alone cannot decide between the two structures.

One objection is fair: the stretched-bond levels are one-electron energies, while those of the dangling bond are charge levels that include repulsion. The same repulsion is given to the stretched bond further on.

### When the symmetry is imperfect

Let the hybrid energies be $e+D$ and $e-D$. The determinant becomes

$$(e+D-E)(e-D-E)-V^2=(E-e)^2-D^2-V^2=0,$$

so the levels are $e\pm r$ with $r=\sqrt{V^2+D^2}$. If the gap centre is displaced from $e$ by $\delta$, the farther level is at distance $r+|\delta|$ from it. Both levels are inside when

$$\sqrt{V^2+D^2}<g-|\delta| .$$

For $D=0.10$ eV the levels move from 0.25 to 0.27 eV from $e$, a small change. Displacement matters more: with $D=0$, both levels stay inside only for $|\delta|<0.55-0.25=0.30$ eV.

Neighbouring hybrids also overlap. Let $\langle a|b\rangle=S$ and write the off-diagonal element as $eS-V$. With $x=E-e$, the determinant condition is

$$x^2=(eS-V-ES)^2=(V+xS)^2 .$$

Taking $x=V+xS$ gives $x=V/(1-S)$; taking $x=-(V+xS)$ gives $x=-V/(1+S)$. For an assumed $S=0.10$ the levels are at $+0.28$ and $-0.23$ eV. They are no longer symmetric, but both remain in the gap.

## What the coupling means in a solid

If $V$ were read as the bare coupling, the argument would be weak. Take 3.0 eV for a normal bond of length 0.235 nm, and let the coupling fall as the inverse square of the length, a rough rule that is least secure at large stretch. It drops to $g$ at

$$d=0.235\ \text{nm}\times\sqrt{\frac{3.0}{0.55}}\approx0.55\ \text{nm}.$$

This is more than twice the normal length, and a count of neighbours by distance would normally call both atoms threefold. Orbital tails fall exponentially at large distance, faster than the rule, so the true length is probably shorter. The two hybrids, however, are also coupled to the rest of the solid, and this changes the condition.

### A host in which no atom loses a neighbour

Consider a ring of atoms with two hybrids each. The hybrids on one atom are coupled by $-t_2$, and those facing each other across a normal bond by $-t_1$, with $t_1>t_2>0$. Hybrid energies are set to zero. For a Bloch wave with phase $k$ per atom,

$$E^2=|t_1+t_2e^{ik}|^2=t_1^2+t_2^2+2t_1t_2\cos k .$$

The smallest $|E|$ occurs at $k=\pi$ and equals $t_1-t_2$. Hence $g=t_1-t_2$; with $t_1=3.00$ eV and $t_2=2.45$ eV this gives 0.55 eV.

Now weaken one bond to $-t$, with $0<t<t_1$. Take the ring to be long and number the atoms $n=0,1,2,\ldots$ to the right of that bond. Let $b_n$ be the amplitude on the hybrid facing the weak bond, and $c_n$ that on the other hybrid of the same atom. In a state odd under reflection through the weak bond, the hybrid across it has amplitude $-b_0$. Therefore

$$Eb_0=tb_0-t_2c_0,$$
$$Ec_n=-t_2b_n-t_1b_{n+1},$$
$$Eb_{n+1}=-t_1c_n-t_2c_{n+1}.$$

Try $b_n=\lambda^nb_0$ and $c_n=\lambda^nc_0$. The third equation with $n=0$ is $E\lambda b_0=-t_1c_0-t_2\lambda c_0$. Subtracting it from $\lambda$ times the first leaves

$$0=\lambda tb_0+t_1c_0\quad\Rightarrow\quad c_0=-\frac{\lambda t}{t_1}b_0 .$$

Put this into the first equation:

$$E-t=\frac{\lambda t_2t}{t_1}\quad\Rightarrow\quad\lambda=\frac{(E-t)t_1}{t_2t}.$$

The second equation gives $-E\lambda t/t_1=-t_2-t_1\lambda$, or $\lambda(t_1^2-Et)=-t_1t_2$. Inserting $\lambda$, multiplying by $t_2t/t_1$ and dividing by $-t$ yields

$$(E-t)\left(E-\frac{t_1^2}{t}\right)=t_2^2 .$$

With $s=t+t_1^2/t$ this is $f(E)=E^2-sE+t_1^2-t_2^2=0$, whose smaller root is

$$E=\frac{s-\sqrt{s^2-4(t_1^2-t_2^2)}}{2}.$$

Its position follows from three values of $f$:

$$f(0)=t_1^2-t_2^2>0,\qquad f(t)=-t_2^2<0,$$
$$f(g)=g(g-s+t_1+t_2)=g(2t_1-s)=-\frac{g(t_1-t)^2}{t}<0 .$$

The smaller root therefore lies above zero and below both $t$ and $g$. It is in the gap for every $t<t_1$.

The wave must also decay. For small $t$ the root is $E\approx t(1-t_2^2/t_1^2)$, which gives $\lambda\approx-t_2/t_1$, of magnitude below one. As $t$ grows towards $t_1$, $|\lambda|$ could pass through one only at a band energy, and $E$ stays in the gap. So the state remains bound.

A strengthened bond behaves differently. Replacing $t$ by $t_1^2/t$ leaves $s$ and $E$ unchanged, but the two values of $\lambda$ multiply to

$$\frac{(E-t)(E-t_1^2/t)\,t_1^2}{t_2^2\,t_1^2}=1 .$$

The wave that decays for $t<t_1$ thus grows for the strengthened bond, which has no gap state.

Finally, every coupling joins a left hybrid to a right hybrid. Reversing the sign of all left amplitudes turns a solution at $E$ into one at $-E$. The weak bond therefore gives a pair of levels, $\pm E$.

Diagonalizing a ring of 300 atoms confirms this: there are two gap levels at the predicted energies for each weakened bond quoted below, and none for the perfect ring or for one bond strengthened by 20%.

### How much weakening is needed

Under the inverse-square rule, a bond stretched by 20% to 0.282 nm has $t=3.00/1.2^2=2.08$ eV. Then

$$s=2.083+\frac{9.00}{2.083}\approx6.40\ \text{eV},\qquad t_1^2-t_2^2=2.9975\ \text{eV}^2,$$

and the levels are at $\pm0.51$ eV, about 0.04 eV inside the band edges. A 40% stretch gives $t=1.53$ eV and levels at $\pm0.43$ eV, 0.12 eV inside. Both bare couplings are far above $g$. In this host the condition $t<g$ is sufficient for gap levels but not necessary.

Deeper levels need a weaker bond. A level at 0.25 eV requires $t=0.79$ eV, for which the rough rule gives a length of 0.46 nm, nearly twice normal and probably too long, for the reason given above. Such a pair is strongly stretched, and whether its atoms are called threefold depends on the distance chosen for counting neighbours. Without repulsion, and in this one-dimensional host, the clearest counterexamples to the belief are therefore the shallower levels of moderately stretched bonds. They are also the easiest to lose. If $V$ is set to these level energies in the pair model with repulsion treated below, with $U=0.50$ eV, the pair at $\pm0.51$ eV leaves the gap once the repulsion between the two orbitals exceeds about 0.03 eV, and the pair at $\pm0.43$ eV once it exceeds about 0.22 eV. These limits are only indicative. The shallower states are more spread, which lowers $U$, but their two effective orbitals (the sum and difference of the gap states) share more atoms, so $W$ need not fall. Take a repulsion between charge densities on the same atom of the chain, scaled to give $U=0.50$ eV for the deep pair, where it gives $W=0.05$ eV. For the 20% stretch it gives $U=0.14$ and $W=0.10$ eV, and the pair leaves the gap. For the 40% stretch it gives $U=0.28$ and $W=0.11$ eV, and the pair stays inside; a longer-ranged repulsion can expel it too. The deep levels are compatible with a weak coupling and do not show that it is zero.

The factor between 0.79 and 0.25 eV comes from the spreading of the state. The two facing hybrids hold only 29% of its weight, and the amplitude changes by a factor $-0.835$ per atom. This is why $V$ must be read as an effective coupling.

The appearance of a level for any weakening has been shown for this chain. A three-dimensional host can require a finite weakening, so the stretches above are not thresholds for silicon. In a nearest-neighbour $sp^3s^*$ tight-binding model of bulk silicon, with the couplings of one bond scaled by the same inverse-square rule, stretches of 20% and 40% give no level more than 0.02 eV inside the gap. The first appears when the couplings have fallen to about 40% of normal (a stretch near 60%, about 0.38 nm by the rule), and a pair when they have fallen to about 30% (80 to 90%, the range reflecting the $k$-mesh).

## The same repulsion for both structures

Now let the two effective defect orbitals carry the repulsion $U$ on each, and a repulsion $W$ between electrons on different orbitals, with $0\le W\le U$. Because these orbitals are spread in a solid, $U$ is smaller than the repulsion of two electrons confined to one bare hybrid. It is taken as a given parameter, not derived from the chain.

One electron has lowest energy $E_1=e-V$. Three electrons are one hole in a filled pair: before transfer the energy is $3e+U+2W$, and transfer of the hole lowers it by $V$. Thus

$$E_3=3e+U+2W-V .$$

For two electrons, transfer mixes two singlets. The covalent one, $|C\rangle$, has one electron on each orbital and energy $2e+W$. The ionic one, $|I\rangle$, is the even combination of the two doubly occupied configurations, with energy $2e+U$. Writing the spins on the orbitals,

$$|C\rangle=\frac{|a{\uparrow}b{\downarrow}\rangle+|b{\uparrow}a{\downarrow}\rangle}{\sqrt2},\qquad |I\rangle=\frac{|a{\uparrow}a{\downarrow}\rangle+|b{\uparrow}b{\downarrow}\rangle}{\sqrt2}.$$

Transfer takes each ionic configuration to both covalent ones with amplitude $-V$, so it takes $|I\rangle$ to $-2V|C\rangle$. The lower eigenvalue of the resulting $2\times2$ matrix is

$$E_2=2e+\frac{U+W}{2}-R,\qquad R=\sqrt{\frac{(U-W)^2}{4}+4V^2}.$$

The levels for removing an electron from the neutral pair and for adding one are

$$E_2-E_1=e+\frac{U+W}{2}+V-R,$$
$$E_3-E_2=e+\frac{U+3W}{2}-V+R .$$

Their mean is $e+U/2+W$, which is now taken as the gap centre for each $W$. Their half-separation is

$$h=\frac W2-V+R .$$

For $U=W=0$, $R=2V$ and $h=V$, the one-electron result. For $V=W=0$, $h=U/2$, the dangling-bond result.

In the example with $W=0$,

$$R=\sqrt{0.25^2+4(0.25)^2}=0.559\ \text{eV},\qquad h=0.559-0.250=0.309\ \text{eV}.$$

The levels stand at 0.24 and 0.86 eV above the valence edge, still in the gap. A dangling bond with $U=2h=0.62$ eV would have the same two levels. Knowing $U$ independently would not settle the matter, because $V$ is free. For $W=0$, $h=U/2$ requires $R=U/2+V$; squaring gives $3V^2=UV$, so a stretched bond with $V=U/3=0.17$ eV has the same two inner levels as a dangling bond with the same $U$.

The condition on $V$ tightens slightly. For $W=0$, $h<g$ means $R<g+V$. Both sides are positive, so squaring gives

$$3V^2-2gV+\frac{U^2}{4}-g^2<0 .$$

For $U<2g$ one root is negative and the other sets the limit:

$$V<\frac{g+\sqrt{4g^2-3U^2/4}}{3}=0.52\ \text{eV},$$

compared with 0.55 eV without repulsion.

Repulsion between the sites has a larger effect. At fixed $U$ and $V$,

$$\frac{dh}{dW}=\frac12-\frac{U-W}{4R}\ge0,$$

because $R\ge(U-W)/2$. Thus $h$ is largest at $W=U$, where $R=2V$ and $h=U/2+V=0.50$ eV. The levels remain inside over the whole range, though at its end by only 0.05 eV.

The pair has two further charge levels, $E_1-E_0=e-V$ and $E_4-E_3=e+U+2W+V$, where $E_0=0$ and $E_4=4e+2U+4W$. They lie at $\pm(V+U/2+W)$ from the centre. For $W=0$ this is 0.50 eV, so all four levels are in the gap; for $W>0.05$ eV the outer two leave it. A count of two is therefore compatible with either structure.

## What spin adds

A neutral dangling bond has one unpaired electron. In the neutral stretched bond the two electrons form a singlet. The triplet has energy $2e+W$, since transfer cannot lower it, and lies above the singlet by

$$J=2e+W-E_2=R-\frac{U-W}{2}.$$

For $W=0$ this is 0.31 eV. It equals $h$ here because $V=U/2$.

The low-field magnetic response is proportional to the thermal mean of $S_z^2$. Two of the three triplet states contribute one each. If the ionic excited states are negligibly populated, as they are here, the mean is $2e^{-J/kT}/(1+3e^{-J/kT})$. Two free spins give $\tfrac14+\tfrac14=\tfrac12$. The ratio is

$$\frac{4}{3+e^{J/kT}} .$$

With $kT=0.0259$ eV it is $2.6\times10^{-5}$: the neutral stretched bond is magnetically silent in practice, while its levels resemble those of a dangling bond.

The pair is also still bonded. Define its bond order as $-\tfrac12\,\partial E_2/\partial V$, which measures the transfer between the orbitals and equals one without repulsion. Since $\partial R/\partial V=4V/R$, it is

$$\frac{2V}{R}=\frac{0.50}{0.559}=0.89 .$$

This value belongs to the two effective orbitals. For the bare facing hybrids in the chain, without repulsion, the bond order is 0.53 at $t=0.79$ eV, against 0.80 for a normal bond.

The spin test has two limits. First, for $W=0$ and $V\ll U$, expanding $R$ gives $J\approx4V^2/U$. This falls to $kT$ at $V\approx\tfrac12\sqrt{UkT}\approx0.06$ eV, where the ratio is already about 0.7; it is 0.1 at $V\approx0.12$ eV. At still smaller $V$ the ratio tends to one, and the pair responds as two dangling bonds.

Second, the charge state matters. A stretched bond that has lost or gained one electron has spin one half, while a dangling bond that has done so has none. A spin signal alone therefore does not prove a threefold atom, and its absence does not exclude one. The hyperfine structure, which reflects where the unpaired electron sits, helps further. In the two-hybrid model equal hybrids share it equally, but for one electron and $D=0.10$ eV the larger share is already 69%. Here $D$, like $V$, is an effective value; the same difference between the bare hybrids of the chain has a smaller effect. A strongly unequal pair can resemble a single atom in this respect too.

## How far this applies to silicon

The gap, the normal bond length and a repulsion of some tenths of an eV are of the right rough size for silicon at its oxide interface. The value of $t_2$ was chosen to give the gap and is not an atomic property of silicon. A real interface is three-dimensional, its gap need not be centred on the defect levels, and its atoms relax when the charge changes.

The relaxation has not been calculated. The room for such shifts can be stated: with $V$ and $U$ held fixed, a displacement of the gap centre by more than $0.55-0.31=0.24$ eV for $W=0$, or 0.05 eV for $W=U$, expels one of the two inner levels. The model thus does not predict the levels of a particular interface defect. It does show that a gap level, or a pair of them, does not by itself tell whether a coupling is zero or only reduced. In three-dimensional silicon the reduction must be strong, so such a pair of atoms may well be counted as threefold by distance. The main values are collected in the numerical output below.

## Computed values

```
Level positions are above the valence edge unless stated.
Gap: 1.100 eV
Half gap: 0.550 eV
Effective coupling V: 0.250 eV
On-site repulsion U: 0.500 eV
Temperature: 300 K
Thermal energy: 0.02585 eV
Stretched bond, lower one-electron level: 0.300 eV
Stretched bond, upper one-electron level: 0.800 eV
Dangling bond, lower charge level: 0.300 eV
Dangling bond, upper charge level: 0.800 eV
Stretched bond with U, lower level: 0.241 eV
Stretched bond with U, upper level: 0.859 eV
Half-separation with U, W=0: 0.309 eV
Half-separation with W=U: 0.500 eV
Largest V for both levels inside, W=0: 0.520 eV
Dangling-bond U with same two levels: 0.618 eV
Outer charge levels from midgap, W=0: 0.500 eV
Outer charge levels from midgap, W=U: 1.000 eV
Bond order of interacting pair: 0.894
Singlet-triplet splitting, W=0: 0.309 eV
Spin signal / two free spins: 2.58e-05
Assumed overlap S: 0.100
Lower level from midgap with overlap: -0.227 eV
Upper level from midgap with overlap: 0.278 eV
Assumed hybrid half-difference D: 0.100 eV
Upper level from midgap with D: 0.269 eV
Larger one-electron share with D: 0.686
Allowed gap-centre shift for V, U=0: 0.300 eV
Host normal bond t1: 3.000 eV
Host on-atom coupling t2: 2.450 eV
Bare bond giving host level V: 0.786 eV
Host level weight on the two hybrids: 0.289
Host amplitude ratio per cell: -0.835
Host bond order, normal bond: 0.803
Host bond order, weakened bond: 0.534
Rough normal bond length: 0.235 nm
20% stretch, length: 0.282 nm
20% stretch, bare coupling: 2.083 eV
20% stretch, level from midgap: 0.508 eV
20% stretch, depth from band edge: 0.042 eV
40% stretch, length: 0.329 nm
40% stretch, bare coupling: 1.531 eV
40% stretch, level from midgap: 0.429 eV
40% stretch, depth from band edge: 0.121 eV
Length for bare coupling = half gap: 0.549 nm
Length for host level V: 0.459 nm
```
